# Expectation values from an isospectral valence Hamiltonian: a numerical check

```python
# RESULT UNDER TEST: a valence Hamiltonian Hc = U^+ H U has exact energies, but
# exact matrix elements of an observable A need U^+ A U, not the bare block PAP.
# P: valence (model) space, Q: its complement, X: decoupling matrix from P to Q,
# Omega = (1, X): wave operator, S = Omega^+ Omega, U = Omega S^(-1/2).
# Worked model: 4 electrons as pairs in orbitals c (semicore), a, b (valence);
# configurations ccaa, ccbb (space P) and aabb (space Q).
# Energies in eV, positions in pm, electric field in V/m.
import numpy as np
from scipy.linalg import solve_sylvester
from scipy.constants import e as charge


def dag(m):
    return m.conj().T


def decoupling(H, d):
    """Solve H_QP + H_QQ X = X (H_PP + H_PQ X) by iteration."""
    X = np.zeros((len(H) - d, d), dtype=H.dtype)
    for _ in range(500):
        new = solve_sylvester(H[d:, d:], -(H[:d, :d] + H[:d, d:] @ X), -H[d:, :d])
        change = np.abs(new - X).max()
        X = new
        if change < 1e-15:
            break
    assert change < 1e-12
    return X


def transform(H, d):
    """Return X, Omega, S and the isometry U."""
    X = decoupling(H, d)
    Omega = np.vstack([np.eye(d), X])
    S = dag(Omega) @ Omega
    s, v = np.linalg.eigh(S)
    return X, Omega, S, Omega @ (v / np.sqrt(s)) @ dag(v)


def expect(A, v):
    return (v.conj() @ A @ v).real / (v.conj() @ v).real


# ---------- worked model ----------
eps = dict(c=-10.0, a=-4.0, b=-3.0)
K = dict(ab=0.5, bc=3.0, ac=4.0)
pos = dict(c=0.0, a=60.0, b=20.0)
configs = ["ca", "cb", "ab"]
H = np.diag([2 * sum(eps[p] for p in c) for c in configs])
H[0, 1] = H[1, 0] = K["ab"]
H[0, 2] = H[2, 0] = K["bc"]
H[1, 2] = H[2, 1] = K["ac"]
Z = np.diag([2 * sum(pos[p] for p in c) for c in configs])
Ncore = np.diag([2.0 * ("c" in c) for c in configs])

# Check the 3x3 matrices against explicit fermion operators on six spin orbitals
lower, parity = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])
ann = []
for j in range(6):
    op = np.eye(1)
    for i in range(6):
        op = np.kron(op, parity if i < j else lower if i == j else np.eye(2))
    ann.append(op)
orb = {"c": 0, "a": 2, "b": 4}
pair = {p: ann[j].T @ ann[j + 1].T for p, j in orb.items()}
HF, ZF, NF = np.zeros((64, 64)), np.zeros((64, 64)), np.zeros((64, 64))
for p, jp in orb.items():
    for q, jq in orb.items():
        hop = sum(ann[jp + s].T @ ann[jq + s] for s in (0, 1))
        if p == q:
            HF += eps[p] * hop
            ZF += pos[p] * hop
            NF += hop * (p == "c")
        else:
            HF += K["".join(sorted(p + q))] * pair[p] @ pair[q].T
            ZF += 15.0 * hop  # orbital-off-diagonal elements must drop out
vacuum = np.eye(64)[0]
B = np.array([pair[c[0]] @ pair[c[1]] @ vacuum for c in configs]).T
assert np.allclose(B.T @ B, np.eye(3))
assert np.allclose(HF @ B, B @ H)
assert np.allclose(B.T @ ZF @ B, Z) and np.allclose(B.T @ NF @ B, Ncore)

# Full solution and valence solution by separate roads
E, Psi = np.linalg.eigh(H)
X, Omega, S, U = transform(H, 2)
HB = H[:2] @ Omega
Hc = U.T @ H @ U
Ec, phi = np.linalg.eigh(Hc)
for k in range(2):
    phi[:, k] *= np.sign(phi[np.argmax(abs(phi[:, k])), k])
assert np.allclose(Ec, E[:2], atol=1e-10)
assert np.allclose(np.sort(np.linalg.eigvals(HB).real), E[:2], atol=1e-10)
assert np.allclose(X, Psi[2:, :2] @ np.linalg.inv(Psi[:2, :2]), atol=1e-10)
assert abs(HB[0, 1] - HB[1, 0]) > 1e-3

# Closed forms for one Q configuration
x = X[0]
t2 = x @ x
root = np.eye(2) - (1 - 1 / np.sqrt(1 + t2)) * np.outer(x, x) / t2
assert np.allclose(root, U[:2], atol=1e-12)
Zc, Nc = U.T @ Z @ U, U.T @ Ncore @ U
assert np.allclose(Nc, 2 * (np.eye(2) - np.outer(x, x) / (1 + t2)), atol=1e-12)

Zp, Hp = Z[:2, :2], H[:2, :2]
true_Z = [expect(Z, Psi[:, k]) for k in range(2)]
true_N = [expect(Ncore, Psi[:, k]) for k in range(2)]
eff_Z = [expect(Zc, phi[:, k]) for k in range(2)]
eff_N = [expect(Nc, phi[:, k]) for k in range(2)]
bare_Z = [expect(Zp, phi[:, k]) for k in range(2)]
bare_N = [expect(Ncore[:2, :2], phi[:, k]) for k in range(2)]
bare_H = [expect(Hp, phi[:, k]) for k in range(2)]
assert np.allclose(true_Z, eff_Z, atol=1e-9)
assert np.allclose(true_N, eff_N, atol=1e-10)
assert min(abs(np.subtract(true_Z, bare_Z))) > 0.1
assert min(abs(np.subtract(E[:2], bare_H))) > 0.01
assert max(true_N) < 2 - 1e-4 and np.allclose(bare_N, 2)

# Bloch form: right eigenvectors of HB with the metric S
eb, right = np.linalg.eig(HB)
right = right[:, np.argsort(eb.real)].real
OZO = Omega.T @ Z @ Omega
bloch_Z = [right[:, k] @ OZO @ right[:, k] / (right[:, k] @ S @ right[:, k])
           for k in range(2)]
bloch_bare = [expect(Zp, right[:, k]) for k in range(2)]
mixed = [phi[:, k] @ OZO @ phi[:, k] / (phi[:, k] @ S @ phi[:, k]) for k in range(2)]
assert np.allclose(bloch_Z, true_Z, atol=1e-9)
assert abs(bloch_bare[0] - true_Z[0]) > 0.1 and abs(mixed[0] - true_Z[0]) > 0.1

trans_true = abs(Psi[:, 0] @ Z @ Psi[:, 1])
trans_eff = abs(phi[:, 0] @ Zc @ phi[:, 1])
trans_bare = abs(phi[:, 0] @ Zp @ phi[:, 1])
assert abs(trans_true - trans_eff) < 1e-9

# Isospectral rotations: same energies, different bare values, fixed bare sum
rotated = {}
for deg in range(0, 180, 10):
    c, s = np.cos(np.radians(deg)), np.sin(np.radians(deg))
    V = np.array([[c, -s], [s, c]])
    er, vr = np.linalg.eigh(V.T @ Hc @ V)
    assert np.allclose(er, E[:2], atol=1e-10)
    values = [expect(Zp, vr[:, k]) for k in range(2)]
    assert abs(sum(values) - np.trace(Zp)) < 1e-9
    assert abs(expect(Ncore[:2, :2], vr[:, 0]) - 2) < 1e-12
    assert abs(expect(V.T @ Zc @ V, vr[:, 0]) - true_Z[0]) < 1e-9
    rotated[deg] = values[0]
assert max(rotated.values()) - min(rotated.values()) > 10
assert abs(sum(true_Z) - np.trace(Zp)) > 0.1

# Energy derivatives in a field: perturbation e F Z, in eV equal to F * (Z in m)
F = 1.0e7


def valence_H(field):
    Hf = H + field * Z * 1e-12
    Uf = transform(Hf, 2)[3]
    return Uf.T @ Hf @ Uf


plus, minus = valence_H(F), valence_H(-F)
slope = (np.linalg.eigvalsh(plus) - np.linalg.eigvalsh(minus)) / (2 * F) * 1e12
frozen = (np.linalg.eigvalsh(Hc + F * Zp * 1e-12)
          - np.linalg.eigvalsh(Hc - F * Zp * 1e-12)) / (2 * F) * 1e12
dHc = (plus - minus) / (2 * F) * 1e12
# central differences: truncation error is of relative order (e F Z / gap)^2
assert np.allclose(slope, true_Z, atol=1e-3)
assert np.allclose(frozen, bare_Z, atol=1e-3)
assert np.allclose([expect(dHc, phi[:, k]) for k in range(2)], true_Z, atol=1e-3)

# ---------- general complex Hermitian model: 9 states, 4 in P ----------
rng = np.random.default_rng(7)


def hermitian(n):
    m = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    return (m + dag(m)) / 2


n, d = 9, 4
H0 = np.diag([0, .5, 1.1, 1.8, 7, 7.6, 8.3, 9, 10]).astype(complex)
W, A = hermitian(n), hermitian(n)
W[:d, :d] = 0
W[d:, d:] = 0
A_block = A.copy()
A_block[:d, d:] = 0
A_block[d:, :d] = 0
G0 = H0 + 0.3 * W
eg, full = np.linalg.eigh(G0)
Ug = transform(G0, d)[3]
Hg = dag(Ug) @ G0 @ Ug
ev, val = np.linalg.eigh(Hg)
assert np.allclose(ev, eg[:d], atol=1e-10)
exact = abs(dag(full[:, :d]) @ A @ full[:, :d])  # moduli: phases are free
Ag = dag(Ug) @ A @ Ug
general_error = np.abs(exact - abs(dag(val) @ Ag @ val)).max()
general_bare = np.abs(exact - abs(dag(val) @ A[:d, :d] @ val)).max()
assert general_error < 1e-9 and general_bare > 1e-2


def errors(scale):
    Xs, _, _, Us = transform(H0 + scale * W, d)
    delta = dag(Us) @ A @ Us - A[:d, :d]
    delta_block = dag(Us) @ A_block @ Us - A[:d, :d]
    XX = dag(Xs) @ Xs
    second = (A[:d, d:] @ Xs + dag(Xs) @ A[d:, :d] + dag(Xs) @ A[d:, d:] @ Xs
              - (XX @ A[:d, :d] + A[:d, :d] @ XX) / 2)
    return np.array([np.linalg.norm(m) for m in (delta, delta_block, delta - second)])


ratios = errors(0.04) / errors(0.02)
assert abs(ratios[0] - 2) < 0.2 and abs(ratios[1] - 4) < 0.2
assert abs(ratios[2] - 8) < 1

step = 1e-4
Up, Um = transform(G0 + step * A, d)[3], transform(G0 - step * A, d)[3]
dH = (dag(Up) @ (G0 + step * A) @ Up - dag(Um) @ (G0 - step * A) @ Um) / (2 * step)
G = dag(Ug) @ (Up - Um) / (2 * step)
assert np.allclose(G, -dag(G), atol=1e-6)
assert np.allclose(dH, Ag + Hg @ G - G @ Hg, atol=1e-5)
assert np.linalg.norm(dH - Ag) > 1e-3


# ---------- printed numbers ----------
def show(label, values, unit, digits=4):
    flat = np.ravel(values)
    print(f"{label}: " + ", ".join(f"{v:.{digits}f}" for v in flat) + f" {unit}")


show("orbital energies c, a, b", list(eps.values()), "eV", 1)
show("pair couplings K_ab, K_bc, K_ac", list(K.values()), "eV", 1)
show("orbital positions c, a, b", list(pos.values()), "pm", 1)
show("full H, row by row", H, "eV", 1)
show("diagonal of Z", np.diag(Z), "pm", 1)
show("full energies", E, "eV")
show("full ground state (ccaa, ccbb, aabb)", Psi[:, 0] * np.sign(Psi[0, 0]), "(no unit)")
show("full first excited state", Psi[:, 1] * np.sign(Psi[1, 1]), "(no unit)")
show("eigenvalues of bare block PHP", np.linalg.eigvalsh(Hp), "eV")
show("decoupling row x", x, "(no unit)")
show("t^2 = x x^+", t2, "(no unit)")
show("metric S, row by row", S, "(no unit)")
show("S^(-1/2), row by row", root, "(no unit)")
show("Bloch H_B, row by row", HB, "eV")
show("Hermitian H_c, row by row", Hc, "eV")
show("energies from H_c", Ec, "eV")
show("valence ground vector phi_0", phi[:, 0], "(no unit)")
show("valence excited vector phi_1", phi[:, 1], "(no unit)")
show("bare H in phi_0, phi_1", bare_H, "eV")
show("transformed N_c, row by row", Nc, "electrons")
show("N_c true, states 0, 1", true_N, "electrons")
show("N_c transformed, states 0, 1", eff_N, "electrons")
show("N_c bare, states 0, 1", bare_N, "electrons")
show("transformed Z, row by row", Zc, "pm", 3)
show("Z true, states 0, 1", true_Z, "pm", 3)
show("Z transformed, states 0, 1", eff_Z, "pm", 3)
show("Z bare with phi, states 0, 1", bare_Z, "pm", 3)
show("Z bare minus true, states 0, 1", np.subtract(bare_Z, true_Z), "pm", 3)
show("Z bare with Bloch vectors, states 0, 1", bloch_bare, "pm", 3)
show("Z Bloch with metric, states 0, 1", bloch_Z, "pm", 3)
show("Z mixed: phi with Omega^+ Z Omega and S", mixed, "pm", 3)
show("|<0|Z|1>| true, transformed, bare", [trans_true, trans_eff, trans_bare], "pm", 3)
show("sum of Z over two states: true, bare", [sum(true_Z), np.trace(Zp)], "pm", 3)
show("bare ground Z after V = 0, 30, 60, 90 deg",
     [rotated[a] for a in (0, 30, 60, 90)], "pm", 3)
print(f"field step for derivatives: {F:.1e} V/m")
show("dE/d(eF), Omega rebuilt, states 0, 1", slope, "pm", 3)
show("dE/d(eF), frozen H_c + bare Z, states 0, 1", frozen, "pm", 3)
show("dH_c/d(eF), row by row", dHc, "pm", 3)
print(f"ground electronic dipole -eZ true: {-charge * true_Z[0] * 1e-12:.4e} C m")
print(f"ground electronic dipole -eZ bare: {-charge * bare_Z[0] * 1e-12:.4e} C m")
print(f"random model, largest error, transformed A: {general_error:.1e} (no unit)")
print(f"random model, largest error, bare A: {general_bare:.3f} (no unit)")
show("error ratios on halving coupling: general A, block-diagonal A, remainder",
     ratios, "(no unit)", 3)
print("tests ok")
```

Output:

```
orbital energies c, a, b: -10.0, -4.0, -3.0 eV
pair couplings K_ab, K_bc, K_ac: 0.5, 3.0, 4.0 eV
orbital positions c, a, b: 0.0, 60.0, 20.0 pm
full H, row by row: -28.0, 0.5, 3.0, 0.5, -26.0, 4.0, 3.0, 4.0, -14.0 eV
diagonal of Z: 120.0, 40.0, 160.0 pm
full energies: -28.6768, -27.1109, -12.2123 eV
full ground state (ccaa, ccbb, aabb): 0.9504, 0.1903, -0.2461 (no unit)
full first excited state: -0.2480, 0.9410, -0.2303 (no unit)
eigenvalues of bare block PHP: -28.1180, -25.8820 eV
decoupling row x: -0.1994, -0.2973 (no unit)
t^2 = x x^+: 0.1282 (no unit)
metric S, row by row: 1.0398, 0.0593, 0.0593, 1.0884 (no unit)
S^(-1/2), row by row: 0.9818, -0.0271, -0.0271, 0.9596 (no unit)
Bloch H_B, row by row: -28.5983, -0.3920, -0.2978, -27.1894 eV
Hermitian H_c, row by row: -28.5970, -0.3444, -0.3444, -27.1907 eV
energies from H_c: -28.6768, -27.1109 eV
valence ground vector phi_0: 0.9742, 0.2257 (no unit)
valence excited vector phi_1: -0.2257, 0.9742 (no unit)
bare H in phi_0, phi_1: -27.6782, -26.3218 eV
transformed N_c, row by row: 1.9295, -0.1051, -0.1051, 1.8433 electrons
N_c true, states 0, 1: 1.8789, 1.8939 electrons
N_c transformed, states 0, 1: 1.8789, 1.8939 electrons
N_c bare, states 0, 1: 2.0000, 2.0000 electrons
transformed Z, row by row: 121.352, 4.181, 4.181, 49.463 pm
Z true, states 0, 1: 119.527, 51.287 pm
Z transformed, states 0, 1: 119.527, 51.287 pm
Z bare with phi, states 0, 1: 115.923, 44.077 pm
Z bare minus true, states 0, 1: -3.604, -7.211 pm
Z bare with Bloch vectors, states 0, 1: 116.918, 45.197 pm
Z Bloch with metric, states 0, 1: 119.527, 51.287 pm
Z mixed: phi with Omega^+ Z Omega and S: 118.743, 50.623 pm
|<0|Z|1>| true, transformed, bare: 12.054, 12.054, 17.593 pm
sum of Z over two states: true, bare: 170.814, 160.000 pm
bare ground Z after V = 0, 30, 60, 90 deg: 115.923, 113.198, 77.274, 44.077 pm
field step for derivatives: 1.0e+07 V/m
dE/d(eF), Omega rebuilt, states 0, 1: 119.527, 51.287 pm
dE/d(eF), frozen H_c + bare Z, states 0, 1: 115.923, 44.077 pm
dH_c/d(eF), row by row: 121.244, 4.400, 4.400, 49.570 pm
ground electronic dipole -eZ true: -1.9150e-29 C m
ground electronic dipole -eZ bare: -1.8573e-29 C m
random model, largest error, transformed A: 4.9e-15 (no unit)
random model, largest error, bare A: 0.155 (no unit)
error ratios on halving coupling: general A, block-diagonal A, remainder: 2.007, 3.998, 8.042 (no unit)
tests ok
```
